# Why a lower total energy does not make a carbon pseudopotential better: a numerical check

```python
# Result under test: the total energy of a norm-conserving pseudo-atom is no measure of quality.
#  E_ps[u] = sum_l f_l <u_l|T_l+V_l|u_l> + E_H[n_v] + E_xc[n_v+n_c]   (spherical LDA, Hartree units)
#  reference: E_ps = sum f eps_AE - E_H[n_v] + E_xc[n_v+n_c] - int n_v v_xc
#  offset D(f) = E_ps - E_AE:  D(f)-D(f0) = int sum (eps_ps-eps_AE) df ~ (1/2) df.(eta_ps-eta_AE).df
# f: valence occupations (2s,2p); eps: eigenvalues; eta_ij = d eps_i/d f_j (hardness);
# u = sqrt(r) y radial orbital on r = exp(x); rho = 4 pi r^2 n; n_c model core; rc, r0 radii.
import numpy as np
from numpy.polynomial import Polynomial as Poly
from scipy.linalg import solve_banded, cholesky_banded, cho_solve_banded, eigh_tridiagonal
from scipy.optimize import brentq
from scipy.special import logsumexp
from scipy.constants import physical_constants
from pyscf import gto, dft, scf
from pyscf.dft import libxc

EV = physical_constants['Hartree energy in eV'][0]
Z, h, XC = 6.0, 0.02, 'lda,vwn'
x = np.arange(np.log(1e-9), np.log(45.0), h)
r = np.exp(x); N = len(r); sr = np.sqrt(r)
c2 = np.array([-1/560, 8/315, -1/5, 8/5, -205/72, 8/5, -1/5, 8/315, -1/560])/h**2
integ = lambda g: h*np.sum(r*g)
band = -np.repeat(c2[:5, None], N, axis=1); band[4] += 0.25
chol = cholesky_banded(band)
ghost = np.zeros(N+4); ghost[N:] = np.exp(-0.5*(x[-1]+h*np.arange(1, 5)))
ghost = np.convolve(ghost, c2, 'same')[:N]

def v_hartree(rho):
    return cho_solve_banded((chol, False), sr*rho + ghost*integ(rho))/sr
def xc(rho):
    out = libxc.eval_xc(XC, np.maximum(rho, 0)/(4*np.pi*r*r), spin=0, deriv=1)
    return np.ravel(out[0]), np.ravel(out[1][0])
def expect(y, l, V):
    return h*y @ (-0.5*np.convolve(y, c2, 'same') + (0.5*(l+0.5)**2 + r*r*V)*y)
def inverse_step(y, l, V, shift):
    ab = -0.5*np.repeat(c2[:, None], N, axis=1)
    ab[4] += 0.5*(l+0.5)**2 + r*r*(V-shift)
    y = solve_banded((4, 4), ab, r*r*y, check_finite=False)
    y /= np.sqrt(h*np.sum(r*r*y*y))
    return y*np.sign(y[np.argmax(np.abs(sr*y))])
def nodes(y):
    u = sr*y; s = np.sign(u[np.abs(u) > 1e-5*np.abs(u).max()])
    return int(np.sum(s[1:] != s[:-1]))
def state(k, l, V, y):
    if y is not None:
        for _ in range(3):
            y = inverse_step(y, l, V, expect(y, l, V)-1e-7)
        if nodes(y) == k:
            return y
    d = (1/h**2 + 0.5*(l+0.5)**2 + r*r*V)/r**2
    e = eigh_tridiagonal(d, -0.5/h**2/(r[1:]*r[:-1]), eigvals_only=True, select='i',
                         select_range=(k, k), tol=1e-7, lapack_driver='stebz')[0]
    y = sr*np.exp(-0.5*r)
    for _ in range(4):
        y = inverse_step(y, l, V, e)
    for _ in range(2):
        y = inverse_step(y, l, V, expect(y, l, V)-1e-7)
    assert nodes(y) == k
    return y
def density(ys, occ):
    return sum(f*r*y*y for f, y in zip(occ, ys))
def energy(S, ys, fv):
    occ = S['fixed']+list(fv); rho = density(ys, occ); tot = rho+S['core']
    one = sum(f*expect(y, l, S['v'][l]) for f, y, (k, l) in zip(occ, ys, S['states']))
    return one + 0.5*integ(rho*v_hartree(rho)) + integ(tot*xc(tot)[0])
def run(S, fv, start=None):
    occ = S['fixed']+list(fv)
    if start is None:
        ys = [None]*len(occ)
        rho = sum(fv)*3.2**5/24*r**4*np.exp(-3.2*r) + sum(S['fixed'])*4*5.7**3*r*r*np.exp(-11.4*r)
    else:
        ys = list(start); rho = density(ys, occ)
    X, R = [], []
    for it in range(200):
        vs = v_hartree(rho) + xc(rho+S['core'])[1]
        ys = [state(k, l, S['v'][l]+vs, y) for y, (k, l) in zip(ys, S['states'])]
        res = density(ys, occ)-rho
        if np.sqrt(integ(res*res)) < 1e-9:
            eps = [expect(y, l, S['v'][l]+vs) for y, (k, l) in zip(ys, S['states'])]
            return dict(E=energy(S, ys, fv), eps=np.array(eps[-2:]), ys=ys)
        X = (X+[rho])[-6:]; R = (R+[res])[-6:]
        if len(X) > 1:
            dX = (np.array(X[:-1])-rho).T; dR = (np.array(R[:-1])-res).T
            th = np.linalg.lstsq(dR*sr[:, None], -res*sr, rcond=1e-12)[0]
            rho, res = rho+dX @ th, res+dR @ th
        rho = rho+0.5*res
    raise RuntimeError('no self-consistency')
def local(g, r0):
    i = np.searchsorted(r, r0); sl = slice(i-4, i+5)
    p = Poly.fit(r[sl], g[sl], 8)
    return p(r0), p.deriv(1)(r0), p.deriv(2)(r0)

f0 = np.array([2.0, 2.0])
AE = dict(v={0: -Z/r, 1: -Z/r}, core=0*r, fixed=[2.0], states=[(0, 0), (1, 0), (0, 1)])
AE['ref'] = run(AE, f0)
rho_ae = density(AE['ref']['ys'], [2, 2, 2]); rho_1s = 2*r*AE['ref']['ys'][0]**2
V_ae = -Z/r + v_hartree(rho_ae) + xc(rho_ae)[1]

# independent all-electron check in a Gaussian basis
scf.hf.MUTE_CHKFILE = True
bas = [[0, [0.04*2.0**k, 1.0]] for k in range(24)] + [[1, [0.04*2.0**k, 1.0]] for k in range(15)]
mf = dft.RKS(gto.M(atom='C 0 0 0', basis={'C': bas}, verbose=0)); mf.chkfile = None
mf.xc = XC; mf.grids.atom_grid = (200, 50); mf.grids.prune = None
def sph_occ(mo_energy=None, mo_coeff=None):
    o = np.zeros(len(mo_energy)); o[np.argsort(mo_energy)[:5]] = [2, 2, 2/3, 2/3, 2/3]
    return o
mf.get_occ = sph_occ
E_gauss = mf.kernel()
assert abs(E_gauss-AE['ref']['E']) < 2e-4
assert np.abs(np.sort(mf.mo_energy)[1:3]-AE['ref']['eps']).max() < 1e-4

def pseudize(l, rc):
    u = sr*AE['ref']['ys'][1+l]; e = AE['ref']['eps'][l]; m = l+1; ins = r < rc
    u0, u1, _ = local(u, rc); V0, V1, V2 = local(V_ae, rc)
    p0 = np.log(u0/rc**m); p1 = u1/u0-m/rc
    p2 = 2*(V0-e)-2*m*p1/rc-p1**2
    p3 = 2*V1+2*m*p1/rc**2-2*m*p2/rc-2*p1*p2
    p4 = 2*V2-4*m*p1/rc**3+4*m*p2/rc**2-2*m*p3/rc-2*p2**2-2*p1*p3
    mono = [Poly([0.0]*(2*j)+[1.0]) for j in range(5)]
    c = np.linalg.solve([[q.deriv(k)(rc) for q in mono] for k in range(5)], [p0, p1, p2, p3, p4])
    part = Poly(np.ravel(np.column_stack([c, np.zeros(5)]))); bump = Poly([1, 0, -1/rc**2])**5
    ri = r[ins]; base = np.log(h*ri)+2*m*np.log(ri)+2*part(ri); b = 2*bump(ri)
    target = np.log(h*np.sum(ri*u[ins]**2))
    p = part + bump*brentq(lambda a: logsumexp(base+a*b)-target, -5000, 500, xtol=1e-13)
    up, V = u.copy(), V_ae.copy(); d1 = p.deriv(1)(ri)
    up[ins] = ri**m*np.exp(p(ri)); V[ins] = e+m*d1/ri+0.5*(p.deriv(2)(ri)+d1**2)
    return up/sr, V
def partial_core(r0):
    n0, n1, _ = local(rho_1s/(4*np.pi*r*r), r0)
    z = brentq(lambda t: t/np.tan(t)-1-r0*n1/n0, 1e-6, np.pi-1e-9)
    return np.where(r < r0, 4*np.pi*r*n0*r0/np.sin(z)*np.sin(z*r/r0), rho_1s), n0*r0/np.sin(z), z/r0
def build(rc, core):
    (ys, Vs), (yp, Vp) = pseudize(0, rc), pseudize(1, rc)
    rv = density([ys, yp], f0); ex, vx = xc(rv+core); vh = v_hartree(rv)
    S = dict(v={0: Vs-vh-vx, 1: Vp-vh-vx}, core=core, fixed=[], states=[(0, 0), (0, 1)], rc=rc)
    S['terms'] = [f0 @ AE['ref']['eps'], -0.5*integ(rv*vh), integ((rv+core)*ex), -integ(rv*vx)]
    S['ref'] = run(S, f0)   # cold start from a Slater-type density
    assert np.abs(S['ref']['eps']-AE['ref']['eps']).max() < 1e-5
    for l in (0, 1):
        assert np.abs((sr*(S['ref']['ys'][l]-AE['ref']['ys'][1+l]))[r > rc]).max() < 1e-5
    assert abs(S['ref']['E']-sum(S['terms'])) < 2e-5
    return S
r0 = 0.4
core_part, A_core, b_core = partial_core(r0)
P = {'P1': build(1.2, 0*r), 'P2': build(1.5, 0*r), 'P3': build(1.2, core_part),
     'P4': build(1.2, rho_1s), 'P5': build(3.0, rho_1s)}
configs = [(1, 3), (2, 1), (1, 2), (2, 0)]; dl = 0.02
for S in [AE]+list(P.values()):
    S['exc'] = np.array([run(S, c, S['ref']['ys'])['E'] for c in configs])-S['ref']['E']
    pm = [[run(S, f0+s*dl*np.eye(2)[j], S['ref']['ys']) for s in (1, -1)] for j in (0, 1)]
    S['grad'] = np.array([(a['E']-b['E'])/(2*dl) for a, b in pm])
    S['curv'] = np.array([(a['E']+b['E']-2*S['ref']['E'])/dl**2 for a, b in pm])
    S['eta'] = np.array([(a['eps']-b['eps'])/(2*dl) for a, b in pm]).T
    assert np.abs(S['grad']-S['ref']['eps']).max() < 5e-5          # Janak
    assert abs(S['eta'][0, 1]-S['eta'][1, 0]) < 1e-4                # symmetric hardness
for S in P.values():
    S['err'] = S['exc']-AE['exc']; S['deta'] = S['eta']-AE['eta']
    assert np.abs(S['grad']-AE['grad']).max() < 2e-5                # offset is stationary
    assert np.abs(S['curv']-AE['curv']-np.diag(S['deta'])).max() < 3e-5
E = {k: S['ref']['E'] for k, S in P.items()}
mx = {k: np.abs(S['err']).max() for k, S in P.items()}
# offset change along 2p^2 -> 2p^1 as an integral of eigenvalue differences
t, w = np.polynomial.legendre.leggauss(4); fp = 1.5+0.5*t
path = lambda S: -0.5*sum(wi*run(S, (2, f), S['ref']['ys'])['eps'][1] for f, wi in zip(fp, w))
path_ae = path(AE); pint = {k: path(P[k])-path_ae for k in ('P3', 'P5')}
for k in pint:
    assert abs(pint[k]-P[k]['err'][1]) < 1e-5
df = np.array([-0.05, -0.05])   # quadratic law with off-diagonal terms; 10 % covers the cubic term
small = run(P['P5'], f0+df, P['P5']['ref']['ys'])['E']-E['P5'] \
    - run(AE, f0+df, AE['ref']['ys'])['E']+AE['ref']['E']
quad = 0.5*df @ P['P5']['deta'] @ df
assert abs(small-quad) < 0.1*abs(quad)
# variational principle within one functional, bracket between two
cross = {(a, b): energy(P[a], P[b]['ref']['ys'], f0)-E[a]
         for a, b in [('P1', 'P2'), ('P2', 'P1'), ('P3', 'P5'), ('P5', 'P3')]}
assert min(cross.values()) > 1e-6
dV = lambda k: sum(f0[l]*integ(r*P[k]['ref']['ys'][l]**2*(P['P2']['v'][l]-P['P1']['v'][l])) for l in (0, 1))
assert dV('P2') < E['P2']-E['P1'] < dV('P1') and abs(E['P2']-E['P1']) > 1e-4
# equal accuracy with very different energies; lower energy with worse accuracy
d34 = np.abs(P['P3']['exc']-P['P4']['exc']).max()
assert E['P3']-E['P4'] > 1.0 and d34 < 5e-4
assert max(np.abs(P[k]['err']/AE['exc']).max() for k in ('P3', 'P4')) < 0.01
assert E['P5'] < E['P3'] and mx['P5'] > 2*mx['P3']
assert abs(P['P5']['deta'][1, 1]) > abs(P['P3']['deta'][1, 1])

row = lambda v, s=1.0, n=5: ' '.join(f'{s*a:10.{n}f}' for a in v)
print(f'C atom Z={Z:.0f}, LDA Slater+VWN, reference 2s2 2p2; grid {N} points, h={h}')
print(f"E_AE radial {AE['ref']['E']:.5f} Ha, Gaussian basis {E_gauss:.5f} Ha")
print(f"AE eps 2s, 2p (Ha): {row(AE['ref']['eps'])}")
print(f"AE dE/df 2s, 2p (Ha): {row(AE['grad'])}")
print(f'partial core: r0={r0} bohr, A={A_core:.4f} bohr^-2, b={b_core:.4f} bohr^-1')
print('potential: rc (bohr), core charge (e), E_xc[n_c] alone (Ha)')
for k, S in P.items():
    print(k, row([S['rc'], integ(S['core']), integ(S['core']*xc(S['core'])[0])], 1, 4))
print('terms (Ha): sum f eps, -E_H, E_xc[nv+nc], -int nv vxc, sum, SCF E_ps, E_ps-E_AE')
for k, S in P.items():
    print(k, row(S['terms']+[sum(S['terms']), E[k], E[k]-AE['ref']['E']]))
print('configurations: s1p3, s2p1, s1p2, s2p0')
print('AE excitation energies (Ha):', row(AE['exc']))
print('errors ps-AE (mHa), then max |error| (mHa)')
for k, S in P.items():
    print(k, row(list(S['err'])+[mx[k]], 1e3, 3))
tri = lambda m: [m[0, 0], m[0, 1], m[1, 1]]
print('AE hardness ss, sp, pp (Ha):', row(tri(AE['eta'])))
print('hardness mismatch ss, sp, pp, and half pp (mHa)')
for k, S in P.items():
    print(k, row(tri(S['deta'])+[0.5*S['deta'][1, 1]], 1e3, 3))
for k in pint:
    print(f"{k} s2p1 error: eigenvalue integral {1e3*pint[k]:.4f} mHa, energies {1e3*P[k]['err'][1]:.4f} mHa")
print(f'P5 df=(-0.05,-0.05): offset change {1e3*small:.5f} mHa, quadratic law {1e3*quad:.5f} mHa')
for (a, b), v in cross.items():
    print(f'functional {a} with orbitals of {b}: rise {1e3*v:.3f} mHa')
print(f"bracket (mHa): {1e3*dV('P2'):.3f} < E2-E1 = {1e3*(E['P2']-E['P1']):.3f} < {1e3*dV('P1'):.3f}")
print(f"max excitation difference P1,P2: {1e3*np.abs(P['P1']['exc']-P['P2']['exc']).max():.3f} mHa")
print(f"E4-E3 = {E['P4']-E['P3']:.5f} Ha = {EV*(E['P4']-E['P3']):.2f} eV")
print(f'max excitation difference P3,P4: {1e3*d34:.4f} mHa = {1e3*EV*d34:.2f} meV')
print(f"ratio |E4-E3| / that difference: {abs(E['P4']-E['P3'])/d34:.3g}")
print(f"E5-E3 = {E['P5']-E['P3']:.5f} Ha = {EV*(E['P5']-E['P3']):.2f} eV")
print(f"max error P3 {1e3*EV*mx['P3']:.1f} meV, P4 {1e3*EV*mx['P4']:.1f} meV, P5 {1e3*EV*mx['P5']:.1f} meV")
print(f"max error ratio P5/P3: {mx['P5']/mx['P3']:.2f}")
print('verified')
```

Output:

```
C atom Z=6, LDA Slater+VWN, reference 2s2 2p2; grid 1227 points, h=0.02
E_AE radial -37.42575 Ha, Gaussian basis -37.42575 Ha
AE eps 2s, 2p (Ha):   -0.50087   -0.19919
AE dE/df 2s, 2p (Ha):   -0.50087   -0.19920
partial core: r0=0.4 bohr, A=0.8453 bohr^-2, b=6.2505 bohr^-1
potential: rc (bohr), core charge (e), E_xc[n_c] alone (Ha)
P1     1.2000     0.0000     0.0000
P2     1.5000     0.0000     0.0000
P3     1.2000     1.0830    -1.0254
P4     1.2000     2.0000    -3.1464
P5     3.0000     2.0000    -3.1464
terms (Ha): sum f eps, -E_H, E_xc[nv+nc], -int nv vxc, sum, SCF E_ps, E_ps-E_AE
P1   -1.40010   -4.36568   -1.37060    1.79090   -5.34548   -5.34548   32.08027
P2   -1.40010   -4.36686   -1.37061    1.79092   -5.34665   -5.34665   32.07910
P3   -1.40010   -4.36568   -2.51426    1.87570   -6.40435   -6.40435   31.02140
P4   -1.40010   -4.36568   -4.64279    1.88315   -8.52543   -8.52543   28.90031
P5   -1.40010   -4.35565   -4.65673    1.89359   -8.51890   -8.51890   28.90685
configurations: s1p3, s2p1, s1p2, s2p0
AE excitation energies (Ha):    0.30233    0.40390    0.71539    1.29565
errors ps-AE (mHa), then max |error| (mHa)
P1     -0.312     -0.281     -0.277     -3.560      3.560
P2     -0.311     -0.433     -0.041     -4.911      4.911
P3     -0.097      0.009     -0.229     -0.074      0.229
P4     -0.096      0.010     -0.228     -0.061      0.228
P5      1.523     -3.960      6.645    -33.849     33.849
AE hardness ss, sp, pp (Ha):    0.39724    0.38015    0.36439
hardness mismatch ss, sp, pp, and half pp (mHa)
P1     -0.384      0.057     -0.126     -0.063
P2     -0.142      0.129     -0.200     -0.100
P3     -0.267     -0.034      0.014      0.007
P4     -0.266     -0.035      0.014      0.007
P5      8.492      1.789     -1.917     -0.958
P3 s2p1 error: eigenvalue integral 0.0088 mHa, energies 0.0088 mHa
P5 s2p1 error: eigenvalue integral -3.9602 mHa, energies -3.9602 mHa
P5 df=(-0.05,-0.05): offset change 0.01257 mHa, quadratic law 0.01269 mHa
functional P1 with orbitals of P2: rise 13.685 mHa
functional P2 with orbitals of P1: rise 12.964 mHa
functional P3 with orbitals of P5: rise 250.728 mHa
functional P5 with orbitals of P3: rise 237.246 mHa
bracket (mHa): -14.853 < E2-E1 = -1.168 < 11.796
max excitation difference P1,P2: 1.351 mHa
E4-E3 = -2.12108 Ha = -57.72 eV
max excitation difference P3,P4: 0.0125 mHa = 0.34 meV
ratio |E4-E3| / that difference: 1.7e+05
E5-E3 = -2.11454 Ha = -57.54 eV
max error P3 6.2 meV, P4 6.2 meV, P5 921.1 meV
max error ratio P5/P3: 148.11
verified
```
